# Vacuum work functions for band-edge gates on a pinning dielectric

## Problem

A metal gate lies on a high-permittivity dielectric, which lies on silicon. The gate's *effective* work function $F$ is the energy from the metal's Fermi level up to the vacuum level of the dielectric, taken just beyond any dipole at the metal–dielectric interface and at flat band, where no field remains farther out. The *vacuum* work function $W$ belongs to the clean metal surface. An n-type gate should have $F=4.05$ eV, the depth of silicon's conduction edge below vacuum, and a p-type gate $F=5.17$ eV, the depth of the valence edge.

The metal–dielectric interface has pinning factor $S=0.53$, and the dielectric's charge neutrality level lies $C=4.50$ eV below its vacuum level. Interface states filled up to that level carry no net charge.

(a) Which vacuum work functions are needed?

(b) If $F$ may fall short of its target by 0.10 eV, meaning that it lies that far towards the middle of silicon's gap (above 4.05 eV for the n-type gate, below 5.17 eV for the p-type gate), do tantalum (n-type) and palladium (p-type) qualify? Take rough work functions of 4.3 eV for ordinary Ta and 4.0 eV for its most favourable crystal face, and 5.2 eV and 5.6 eV for Pd.

## A tempting solution

Pinning is familiar from metal–semiconductor contacts. Here the dielectric keeps the metal away from the silicon, so silicon's surface states cannot exchange electrons with the gate. The pinning data then seem irrelevant, and the vacuum levels of metal and dielectric simply line up:

$$F=W .$$

The needed work functions would be 4.05 and 5.17 eV. Ordinary Ta, at 4.3 eV, would miss by 0.25 eV, but its 4.0 eV face would do. Palladium, at 5.2 eV, would be almost ideal.

## Where it fails

The first half of the argument is sound: the gate does not touch the silicon. It does touch the dielectric, and that interface has states of its own, within the dielectric's gap and close enough to the metal to share its Fermi level. Unless that level meets the neutrality level, the states are charged. Their charge and its opposite in the metal form a dipole, which shifts the dielectric's vacuum level relative to the metal's. The step $F=W$ leaves this shift out, and $S$ and $C$ are the data that describe it.

## The right relation

Use atomic units, in which the electron charge has magnitude 1 and Gauss's law has the factor $4\pi$. Energies are electron energies, measured from the metal's Fermi level. Let the states lie on one sheet at distance $d$ from the metal, with constant density $D$ per unit area and energy, and let the layer between have relative permittivity $k$. There is no other charge and no chemical reaction.

**Charge on the sheet.** No field exists beyond the sheet, so the vacuum level at the sheet is already $F$. The neutrality level is a depth $C$ below it, at $F-C$. The states are filled up to the Fermi level, at zero, so the excess number of electrons per area is

$$N=D\,[\,0-(F-C)\,]=D\,(C-F).$$

Thermal smearing does not change this count for a constant density extending many $k_BT$ to both sides: electrons lifted above the Fermi level balance those missing below it.

**Dipole.** For $N>0$ the sheet is negative and the metal carries the opposite charge. The field between them has strength $4\pi N/k$ and points from metal to sheet. An electron moving along the field gains potential energy, so the vacuum level rises by $4\pi dN/k$ on the way out:

$$F=W+\frac{4\pi d}{k}N .$$

**Elimination.** Write $a=4\pi dD/k$ and insert $N$:

$$F=W+a(C-F).$$

Subtract $C$ from both sides,

$$F-C=(W-C)-a(F-C),$$

and collect the terms in $F-C$:

$$(1+a)(F-C)=W-C .$$

Hence

$$F=C+S(W-C),\qquad S=\frac{1}{1+4\pi dD/k}.$$

Without states, $D=0$ and $S=1$, and the tempting solution is recovered. For $D\to\infty$, $S\to0$ and $F\to C$ whatever the metal. A metal with $W=C$ leaves the sheet neutral and has $F=W$ for every $S$.

## Answer to (a)

Set $F$ equal to the target $T$, subtract $C$, and divide by $S$:

$$W=C+\frac{T-C}{S}.$$

The division matters: the interface shrinks the metal's distance from $C$, so the metal must start farther away than the target. For the n-type gate,

$$W_n=4.50+\frac{4.05-4.50}{0.53}=4.50-0.849=3.651\ \text{eV},$$

and for the p-type gate,

$$W_p=4.50+\frac{5.17-4.50}{0.53}=4.50+1.264=5.764\ \text{eV}.$$

These are 0.1342 and 0.2118 hartree. For design they should be read as **3.65 and 5.76 eV**. The targets are 1.12 eV apart, but the metals must be $1.12/0.53=2.11$ eV apart.

The signs can be checked through the dipole. With the n-type metal, $F<C$, so $N>0$ and the vacuum level is raised, by 0.399 eV: $3.651+0.399=4.050$ eV. With the p-type metal the sheet is positive and the level is lowered, by 0.594 eV: $5.764-0.594=5.170$ eV.

The elimination was also tested numerically. Poisson's equation was solved on a grid, with the interface states occupied thermally at 300 K and $D$ computed from the given $S$ by the formula above; if that formula were wrong, the solution would not return the given $S$ as its slope. The slope of $F$ against $W$ came out as 0.5300, and a search for the metals that reach the two targets gave 3.651 and 5.764 eV, as the numerical output shows.

## Answer to (b)

Let $W_T$ be the work function that reaches $T$. Subtracting $T=C+S(W_T-C)$ from $F=C+S(W-C)$ gives

$$F-T=S(W-W_T).$$

A miss of 0.10 eV in $F$ therefore allows $0.10/0.53=0.19$ eV in $W$. An n-type candidate that lies above its ideal value qualifies up to $W=3.84$ eV, and a p-type candidate that lies below its ideal value qualifies from $W=5.58$ eV. All four candidates lie on these sides.

For ordinary Pd, for example, $F=4.50+0.53\,(5.2-4.50)=4.87$ eV, which is 0.30 eV short. In the same way:

| Metal | $W$ (eV) | $F$ (eV) | Short by (eV) | Qualifies |
|---|---|---|---|---|
| Ta, ordinary | 4.3 | 4.39 | 0.34 | no |
| Ta, best face | 4.0 | 4.24 | 0.19 | no |
| Pd, ordinary | 5.2 | 4.87 | 0.30 | no |
| Pd, best face | 5.6 | 5.08 | 0.09 | marginally |

The second decimals serve the comparison with the allowed miss; the rough inputs do not support them as predictions. The best Pd face passes by about 0.02 eV in $W$, less than the rounding of its work function, so its verdict is open.

Changing $S$ to 1, with the metals and targets held fixed, would let the best Ta face and ordinary Pd qualify. Pinning is what excludes these two in the model. Ordinary Ta would fail even then.

The limits also indicate where to look. A work function below 3.84 eV points to strongly electropositive metals, which tend to take oxygen from an oxide beneath them and so break the assumption of an unreacted interface. A value above 5.58 eV points to the noble transition metals with the largest work functions.

## How firm are the verdicts?

**The given parameters.** Differentiating $W=C+(T-C)/S$ gives

$$\frac{\partial W}{\partial C}=1-\frac1S,\qquad \frac{\partial W}{\partial S}=-\frac{T-C}{S^2}.$$

The first is $-0.887$ here. Raising $C$ by 0.20 eV thus lowers *both* needed work functions by 0.18 eV, which helps the p-type gate and hurts the n-type gate. Lowering $C$ by as much does the reverse, and would bring the best Ta face just inside its limit. The derivative with respect to $S$ has opposite signs for the two gates: weaker pinning brings both needed values closer to $C$. For $S=0.58$ they are 3.72 and 5.66 eV; for $S=0.48$ they are 3.56 and 5.90 eV, and the best Pd face then fails. Ordinary Ta and ordinary Pd fail under each of these changes taken singly.

**A density of states that is not constant.** Suppose it rises away from the neutrality level as $D[1+(E/E_1)^2]$, with $E$ measured from that level. At low temperature, filling up to $E=C-T$ gives

$$N=D\left[(C-T)+\frac{(C-T)^3}{3E_1^2}\right].$$

Since $W=T-4\pi dN/k$ and $4\pi dD/k=1/S-1$, the cubic term changes the needed work function by

$$\left(\frac1S-1\right)\frac{(T-C)^3}{3E_1^2}.$$

For a chosen $E_1=2.0$ eV this is $-0.007$ eV for the n-type gate and about $+0.02$ eV for the p-type gate, both small beside the allowed 0.19 eV. This smallness belongs to the chosen shape and scale. For $E_1=1.0$ eV the p-type change is $+0.09$ eV, and the best Pd face loses its pass once $E_1$ falls below about 1.5 eV. A lopsided density $D[1+E/E_1]$ changes the needed work function by $-(1/S-1)(T-C)^2/(2E_1)$, which for $E_1=\pm2.0$ eV is $\mp0.04$ eV for the n-type gate and $\mp0.10$ eV for the p-type gate.

**Charge in the dielectric.** Let positive charge $Q$ per area lie at distance $b>d$ from the metal, and let the permittivity beyond the sheet be $k_s$. Inside the layer the charge farther out is now $Q-N$, so the vacuum level $L$ at the sheet obeys

$$L=W+\frac{4\pi d}{k}(N-Q),\qquad N=D(C-L).$$

This is the earlier problem with $W$ replaced by $W-4\pi dQ/k$, so $L=C+S(W-4\pi dQ/k-C)$. Between $d$ and $b$ the level falls by a further $4\pi Q(b-d)/k_s$. Beyond $b$ no field remains, so $F$ must now be taken there rather than just beyond the sheet. Altogether it changes by

$$\Delta F=-4\pi Q\left[\frac{Sd}{k}+\frac{b-d}{k_s}\right].$$

Take $10^{13}$ oxygen vacancies per cm², each with charge $+2$, and treat their charge as spread evenly over a sheet at $b=1.0$ nm, with $d=0.25$ nm, $k=4$ and $k_s=20$. Then $\Delta F=-0.26$ eV. The needed work functions rise to 4.13 and 6.25 eV. Both Ta entries would then come within 0.10 eV of the n-type target, while the best Pd face would fall well short of the p-type one. For this density and depth the effect is the largest of those sized so far, and it reverses the Ta verdicts and that of the best Pd face. It is proportional to $Q$ and grows with $b$: with $3\times10^{12}$ vacancies per cm² $\Delta F$ is only $-0.08$ eV, and with $10^{13}$ at $b=0.5$ nm ordinary Ta still misses by 0.18 eV. The example also keeps the charge at $+2$ for both gates. An n-type gate holds the Fermi level high, where the vacancies may capture electrons; the shift then shrinks and the Ta entries can fail again.

## Beside a real gate stack

The permittivities 4 (electronic response, near the metal) and 20 (static) are rough values typical of hafnium oxide, and a pinning factor near one half is reasonable for it. With $d=0.25$ nm, the given $S$ corresponds to $D\approx7.8\times10^{13}$ states per eV and cm². The dipole layer then carries fields of 16 and 24 MV/cm for the two ideal metals. These exceed the few MV/cm at which a hafnium oxide film breaks down, but they act only across the interface dipole, where the whole step is a fraction of a volt. Over a distance of about one atomic spacing, a uniform permittivity is only a crude description, so $D$ is an effective parameter; the answers to (a) need only $S$ and $C$. Warming from 300 to 358 K narrows silicon's gap by roughly 0.02 eV. Even if one edge took all of it, the needed $W$ would move by about 0.03 eV. Processing can also break the assumption of an unreacted, uncharged dielectric: heating can remove oxygen, and the vacancy example, for its chosen density, depth and charge, gives a shift of about a quarter of an electronvolt in $F$, or half an electronvolt in the needed $W$; the shift in a real stack depends on all three. A further dipole where the dielectric meets the silicon side would shift the alignment as well and must be added separately. It need not be small: as a crude estimate for direct contact, the same $S$ and $C$ with silicon's neutrality level taken 0.2 to 0.36 eV above its valence edge lower both targets by about 0.22 to 0.15 eV, more than the allowed miss. An oxide interlayer changes this figure.

## Values computed for the example and the checks

```
pinning factor S: 0.53
neutrality depth C: 4.50 eV
layer permittivity (rough): 4
static permittivity (rough): 20
dipole length (rough): 0.25 nm
state density from S: 7.84e+13 1/(eV cm2)
slope from Poisson solution: 0.5300
stretch factor 1/S: 1.887
n: target 4.05 eV, T - C = -0.45 eV
n: needed W = 3.651 eV = 0.1342 hartree
n: needed W by Poisson search: 3.651 eV
n: dipole step F - W: +0.399 eV
n: field in dipole layer: 16 MV/cm
p: target 5.17 eV, T - C = +0.67 eV
p: needed W = 5.764 eV = 0.2118 hartree
p: needed W by Poisson search: 5.764 eV
p: dipole step F - W: -0.594 eV
p: field in dipole layer: 24 MV/cm
target separation: 1.12 eV
needed metal separation: 2.113 eV
allowed miss in F (chosen): 0.10 eV
n metal qualifies for W up to 3.84 eV
p metal qualifies for W from 5.58 eV
Ta ordinary: rough W 4.3 eV, F 4.39 eV, short by 0.34 eV
Ta ordinary: qualifies no; if S = 1: no
Ta best face: rough W 4.0 eV, F 4.23 eV, short by 0.18 eV
Ta best face: qualifies no; if S = 1: yes
Pd ordinary: rough W 5.2 eV, F 4.87 eV, short by 0.30 eV
Pd ordinary: qualifies no; if S = 1: yes
Pd best face: rough W 5.6 eV, F 5.08 eV, short by 0.09 eV
Pd best face: qualifies yes; if S = 1: yes
n: W for S = 0.58 and 0.48: 3.72 and 3.56 eV
n: change of W for C + 0.20 eV: -0.18 eV
p: W for S = 0.58 and 0.48: 5.66 and 5.90 eV
p: change of W for C + 0.20 eV: -0.18 eV
energy scale E1 of rising density: 2.0 eV
n: change of W from rising density: -0.007 eV
p: change of W from rising density: +0.023 eV
gap narrowing, 300 to 358 K (rough): 0.017 eV
bound on its change of W: 0.033 eV
vacancies: 1e+13 1/cm2 at 1.0 nm, charge +2
vacancy shift of F: -0.26 eV
needed W with vacancies: n 4.13 eV, p 6.25 eV
```
